# Counting Plane Waves per k-Point in a Hafnia Cell: a program that tests the result

```python
"""Number of plane waves per k-point in a periodic cell.

Result under test: with the cutoff hbar^2 |k+G|^2 / (2m) <= E_cut, the number
of plane waves averaged over the Brillouin zone is V q^3 / (6 pi^2), where
V = cell volume, q = sqrt(2 m E_cut)/hbar = cutoff wave number,
G = reciprocal lattice vectors, k = Bloch wave vector.
Also tested: the root-mean-square scatter of the count from one k to another,
and a strict lower and upper bound valid at every k.
Lengths are in angstrom and energies in eV unless stated otherwise.
"""
import numpy as np
from scipy import constants as const
from scipy.special import spherical_jn


def cutoff_wave_number(energy_ev):
    q_si = np.sqrt(2 * const.m_e * energy_ev * const.e) / const.hbar
    return q_si * 1e-10


def mean_count_formula(volume, energy_ev):
    return volume * cutoff_wave_number(energy_ev)**3 / (6 * np.pi**2)


def integer_triples(limits):
    axes = [np.arange(-n, n + 1) for n in limits]
    return np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)


def direct_counts(cell, energy_ev, k_fractional):
    """Enumerate all G and count those inside the cutoff, for each k."""
    q = cutoff_wave_number(energy_ev)
    reciprocal = 2 * np.pi * np.linalg.inv(cell).T
    edges = np.linalg.norm(cell, axis=1)
    limits = np.ceil(q * edges / (2 * np.pi)).astype(int) + 1
    g = integer_triples(limits) @ reciprocal
    g_squared = np.sum(g**2, axis=1)
    counts = []
    for k in np.atleast_2d(k_fractional) @ reciprocal:
        length_squared = g_squared + g @ (2 * k) + k @ k
        counts.append(np.count_nonzero(length_squared <= q**2))
    return np.array(counts)


# Example cell and cutoff
volume, e_cut = 136.0, 600.0
a, b = 5.27, 5.05
c = volume / (a * b)
ortho = np.diag([a, b, c])
q = cutoff_wave_number(e_cut)
n_formula = mean_count_formula(volume, e_cut)
reciprocal_volume = (2 * np.pi)**3 / volume
sphere_volume = 4 * np.pi * q**3 / 3

# Same estimate in bohr and rydberg, where q = sqrt(E)
bohr = const.physical_constants["Bohr radius"][0] * 1e10
rydberg = const.physical_constants["Rydberg constant times hc in eV"][0]
volume_bohr, e_cut_ry = volume / bohr**3, e_cut / rydberg
n_atomic = volume_bohr * e_cut_ry**1.5 / (6 * np.pi**2)
assert abs(n_atomic / n_formula - 1) < 1e-6
assert abs(n_formula - 4540) < 5

# Brillouin-zone average by enumeration, for several cells and cutoffs
rng = np.random.default_rng(12345)
k_random = rng.random((6000, 3)) - 0.5
beta = np.radians(99.7)
a_m, b_m = 5.15, 5.20
c_m = volume / (a_m * b_m * np.sin(beta))
mono = np.array([[a_m, 0, 0], [0, b_m, 0],
                 [c_m * np.cos(beta), 0, c_m * np.sin(beta)]])
cases = [("orthorhombic, 600 eV", ortho, 600.0),
         ("monoclinic, same volume, 600 eV", mono, 600.0),
         ("orthorhombic, 300 eV", ortho, 300.0),
         ("orthorhombic, 900 eV", ortho, 900.0),
         ("cell doubled along c, 600 eV", np.diag([a, b, 2 * c]), 600.0),
         ("volume +3 percent, 600 eV", ortho * 1.03**(1 / 3), 600.0)]
results = []
for label, cell, energy in cases:
    counts = direct_counts(cell, energy, k_random)
    expected = mean_count_formula(abs(np.linalg.det(cell)), energy)
    standard_error = counts.std() / np.sqrt(len(counts))
    # Monte Carlo sampling: allow 4.5 standard errors of the mean
    assert abs(counts.mean() - expected) < 4.5 * standard_error, label
    results.append((label, counts, expected, standard_error))
counts = results[0][1]

# Scatter over k from the Fourier series in direct lattice vectors T
radius = 120.0
t_limits = np.ceil(radius / np.array([a, b, c])).astype(int)
t = np.linalg.norm(integer_triples(t_limits) @ ortho, axis=1)
t = t[(t > 1e-9) & (t <= radius)]
fourier = volume * q**3 / (2 * np.pi**2) * spherical_jn(1, q * t) / (q * t)
variance_sum = np.sum(fourier**2)
variance_tail = volume * q**2 / (2 * np.pi**3 * radius)
scatter_formula = np.sqrt(variance_sum + variance_tail)
# 6000 samples fix a standard deviation to about 1 percent
assert abs(counts.std() / scatter_formula - 1) < 0.05

# Special k-points, a regular mesh, and the strict bound
n_gamma = direct_counts(ortho, e_cut, [0.0, 0.0, 0.0])[0]
n_corner = direct_counts(ortho, e_cut, [0.5, 0.5, 0.5])[0]
mesh_axis = (np.arange(4) + 0.5) / 4 - 0.5
mesh = np.stack(np.meshgrid(*[mesh_axis] * 3), -1).reshape(-1, 3)
mesh_mean = direct_counts(ortho, e_cut, mesh).mean()
half_diagonal = np.pi * np.sqrt(a**-2 + b**-2 + c**-2)
lower = n_formula * (1 - half_diagonal / q)**3
upper = n_formula * (1 + half_diagonal / q)**3
all_counts = np.concatenate([counts, [n_gamma, n_corner]])
assert lower <= all_counts.min() and all_counts.max() <= upper
assert abs(mesh_mean - n_formula) < scatter_formula

# Sensitivity to volume, and storage of the occupied bands
volume_shift = results[5][1].mean() - counts.mean()
assert volume_shift > scatter_formula
bands = 4 * (12 + 2 * 6) // 2
storage_mb = n_formula * bands * 16 / 1e6

print(f"cell volume: {volume:.1f} A^3")
print(f"cell edges a, b, c: {a:.3f}, {b:.3f}, {c:.3f} A")
print(f"cutoff energy: {e_cut:.1f} eV")
print(f"cutoff wave number q: {q:.4f} 1/A")
print(f"q cubed: {q**3:.2f} 1/A^3")
print(f"volume of cutoff sphere: {sphere_volume:.1f} 1/A^3")
print(f"volume of reciprocal cell: {reciprocal_volume:.5f} 1/A^3")
print(f"plane waves, formula: {n_formula:.1f}")
print(f"cell volume in atomic units: {volume_bohr:.2f} bohr^3")
print(f"cutoff in rydberg: {e_cut_ry:.3f} Ry")
print(f"plane waves, atomic-unit route: {n_atomic:.1f}")
print(f"random k-points per enumeration: {len(k_random)}")
for label, sample, expected, error in results:
    print(f"{label}: direct mean {sample.mean():.2f}"
          f" +/- {error:.2f}, formula {expected:.2f}")
print(f"rms scatter over k, direct: {counts.std():.2f} waves")
print(f"rms scatter over k, Fourier formula: {scatter_formula:.2f} waves")
print(f"variance from T up to {radius:.0f} A: {variance_sum:.2f}")
print(f"variance from the tail: {variance_tail:.2f}")
print(f"relative rms scatter: {100 * scatter_formula / n_formula:.2f} %")
print(f"smallest, largest random-k count: {counts.min()}, {counts.max()}")
print(f"count at Gamma: {n_gamma}")
print(f"Gamma deviation: {100 * (n_gamma / n_formula - 1):.2f} %")
print(f"count at zone corner: {n_corner}")
print(f"corner deviation: {100 * (n_corner / n_formula - 1):.2f} %")
print(f"mean over 4x4x4 mesh: {mesh_mean:.2f}")
print(f"half-diagonal of reciprocal cell d: {half_diagonal:.4f} 1/A")
print(f"strict lower, upper bound: {lower:.0f}, {upper:.0f}")
print(f"extra waves for +3 % volume, direct: {volume_shift:.1f}")
print(f"doubly occupied bands: {bands}")
print(f"storage of occupied bands per k-point: {storage_mb:.2f} MB")
print("every check passed")
```

Output:

```
cell volume: 136.0 A^3
cell edges a, b, c: 5.270, 5.050, 5.110 A
cutoff energy: 600.0 eV
cutoff wave number q: 12.5491 1/A
q cubed: 1976.25 1/A^3
volume of cutoff sphere: 8278.1 1/A^3
volume of reciprocal cell: 1.82390 1/A^3
plane waves, formula: 4538.7
cell volume in atomic units: 917.77 bohr^3
cutoff in rydberg: 44.099 Ry
plane waves, atomic-unit route: 4538.7
random k-points per enumeration: 6000
orthorhombic, 600 eV: direct mean 4538.66 +/- 0.13, formula 4538.69
monoclinic, same volume, 600 eV: direct mean 4538.76 +/- 0.10, formula 4538.69
orthorhombic, 300 eV: direct mean 1604.63 +/- 0.08, formula 1604.67
orthorhombic, 900 eV: direct mean 8338.11 +/- 0.16, formula 8338.10
cell doubled along c, 600 eV: direct mean 9077.23 +/- 0.21, formula 9077.38
volume +3 percent, 600 eV: direct mean 4674.76 +/- 0.11, formula 4674.85
rms scatter over k, direct: 9.72 waves
rms scatter over k, Fourier formula: 9.51 waves
variance from T up to 120 A: 87.54
variance from the tail: 2.88
relative rms scatter: 0.21 %
smallest, largest random-k count: 4498, 4577
count at Gamma: 4529
Gamma deviation: -0.21 %
count at zone corner: 4536
corner deviation: -0.06 %
mean over 4x4x4 mesh: 4539.75
half-diagonal of reciprocal cell d: 1.0584 1/A
strict lower, upper bound: 3484, 5787
extra waves for +3 % volume, direct: 136.1
doubly occupied bands: 48
storage of occupied bands per k-point: 3.49 MB
every check passed
```
